# Thomas-Fermi Screening in a Metal Gate and Equivalent Oxide Thickness

## Problem

A gate stack consists, from bottom to top, of an ideally conducting lower electrode, an oxide interlayer of thickness 0.5 nm and relative permittivity 3.9, a high-k film of thickness 2 nm and relative permittivity $k=20$, and a thick metal gate. The gate is not an ideal conductor. Its electrons screen by linear Thomas-Fermi response with screening length $\lambda=0.05$ nm, on a background of relative permittivity $\varepsilon_b=1$. The background stands for the polarizability of everything except the mobile electrons.

The metal fills $x>0$, its surface is sharp and flat, and there is no fixed or interface charge. The voltage $V=0.7$ V between the lower electrode and the gate interior is counted from the condition of zero field, so work-function offsets are already removed. The gate is positive.

The equivalent oxide thickness (EOT) is the thickness of a layer of permittivity $\varepsilon_{ox}=3.9$, between ideal conductors, that has the same capacitance per area $C$:

$$\mathrm{EOT}=\frac{\varepsilon_{ox}\varepsilon_0}{C}.$$

(a) Find the potential and the charge density in the metal.

(b) How much EOT does screening in the gate add, and how does this depend on $k$?

(c) Find the capacitance, the charge and the division of the voltage.

(d) Is the linear approximation justified? Is the Thomas-Fermi model itself justified at this $\lambda$?

## Hints

1. In equilibrium the electrochemical potential is uniform in the metal. If the electrostatic potential changes locally, what must happen to the local Fermi energy measured from the band bottom?
2. One of the two solutions of the screening equation can be discarded in a thick gate. The other is fixed by the displacement $D$, which is continuous at the surface.
3. Write every voltage drop as $D$ times something. Layers in series add their voltages at common $D$.
4. For (d), compare two pairs of quantities: the drop in the metal with the Fermi energy, and the screening length with the Fermi wavelength.

## Solution

### (a) Potential and charge in the metal

Let $\phi(x)$ be the electrostatic potential, equal to $V$ deep in the gate, and let $\delta\phi=\phi-V$. An electron has charge $-e$, so the electrochemical potential is $\mu(x)-e\phi(x)$, where $\mu$ is the local Fermi energy measured from the local band bottom. Deep inside, $\mu=E_F$. Uniformity gives

$$\mu(x)-e\phi(x)=E_F-eV\quad\Rightarrow\quad \mu(x)-E_F=e\,\delta\phi(x).$$

The Thomas-Fermi assumption is that the electron density at $x$ is that of a uniform gas with Fermi energy $\mu(x)$. To first order, with $g$ the density of states per volume and energy at $E_F$,

$$\delta n=g\,e\,\delta\phi,\qquad \rho=-e\,\delta n=-e^2g\,\delta\phi .$$

Poisson's equation $\varepsilon_0\varepsilon_b\phi''=-\rho$ becomes

$$\delta\phi''=\frac{\delta\phi}{\lambda^2},\qquad \lambda^2=\frac{\varepsilon_0\varepsilon_b}{e^2g}.$$

The general solution is $Ae^{-x/\lambda}+Be^{x/\lambda}$. Since $\delta\phi\to0$ deep in the gate, $B=0$.

Let $D$ be the magnitude of the displacement. With a positive gate on the right, $\phi$ rises with $x$, so $D=\varepsilon_0\varepsilon_b\phi'$ just inside the metal. Here $\phi'(0)=-A/\lambda$, hence

$$A=-\frac{D\lambda}{\varepsilon_0\varepsilon_b},\qquad \delta\phi(x)=-\frac{D\lambda}{\varepsilon_0\varepsilon_b}\,e^{-x/\lambda}.$$

The surface lies below the interior potential by

$$V_m=-\delta\phi(0)=\frac{D\lambda}{\varepsilon_0\varepsilon_b}.$$

For the charge, use $e^2g=\varepsilon_0\varepsilon_b/\lambda^2$:

$$\rho(x)=-\frac{\varepsilon_0\varepsilon_b}{\lambda^2}\,\delta\phi=\frac{D}{\lambda}e^{-x/\lambda}.$$

It is positive, because electrons have been withdrawn. Its integral is $D$, as Gauss's law requires, and its mean depth is

$$\bar x=\frac1D\int_0^\infty x\rho\,dx=\int_0^\infty\frac{x}{\lambda}e^{-x/\lambda}dx=\lambda .$$

The gate therefore behaves like an ideal conductor whose surface is set back by $\lambda$, with a gap of permittivity $\varepsilon_b$ in front of it.

### (b) The added thickness

In a dielectric layer of thickness $t_i$ and permittivity $k_i$ the field is $D/(\varepsilon_0k_i)$ and the drop is $Dt_i/(\varepsilon_0k_i)$. There is no interface charge, so $D$ is common to all layers:

$$V=D\left[\sum_i\frac{t_i}{\varepsilon_0k_i}+\frac{\lambda}{\varepsilon_0\varepsilon_b}\right].$$

The charge per area is $D$, so $1/C=V/D$. Multiplying by $\varepsilon_{ox}\varepsilon_0$,

$$\mathrm{EOT}=\sum_i\frac{\varepsilon_{ox}t_i}{k_i}+\Delta,\qquad \Delta=\frac{\varepsilon_{ox}\lambda}{\varepsilon_b}.$$

For the given metal,

$$\Delta=\frac{3.9\times0.05\ \text{nm}}{1}=0.195\ \text{nm}\approx0.2\ \text{nm}.$$

The small length $\lambda$ is magnified by 3.9 because the field in a medium of permittivity 1 is 3.9 times that in the oxide at the same $D$.

The permittivity $k$ does not appear in $\Delta$. Expressed as a thickness of high-k film, the same drop corresponds to $k\lambda/\varepsilon_b=20\times0.05=1$ nm, half of the film actually present. A larger $k$ reduces the film's own contribution and leaves $\Delta$ unchanged. For $\lambda\to0$ the ideal conductor is recovered.

A numerical solution of Poisson's equation through the whole stack, on a grid of spacing 0.001 nm and without assuming an exponential, gives an added EOT of 0.19499 nm and a charge centroid at 0.05000 nm.

### (c) Numbers for the stack

Without screening in the gate,

$$\mathrm{EOT}_0=0.5+\frac{3.9\times2}{20}=0.5+0.39=0.89\ \text{nm},$$

and with it, $\mathrm{EOT}=0.89+0.195=1.085$ nm. The capacitance falls from 3.88 to 3.18 µF/cm². The relative loss is $\Delta/\mathrm{EOT}=0.195/1.085=18\,\%$. At fixed $\Delta$ this fraction grows as the dielectric is thinned.

The charge is $CV=3.183\times0.7=2.23$ µC/cm². The voltage divides in proportion to the contributions to the EOT:

- interlayer: $0.7\times0.5/1.085=0.323$ V, a field of 6.45 MV/cm;
- high-k film: $0.7\times0.39/1.085=0.252$ V, a field of 1.26 MV/cm;
- metal: $0.7\times0.195/1.085=0.126$ V, a surface field of 25.2 MV/cm.

The last field is 3.9 times the interlayer field, as continuity of $D$ demands.

### (d) Two different approximations

**Linearity.** Take the metal to be a free-electron gas. The given $\lambda$ requires $g=\varepsilon_0/(e^2\lambda^2)=22.1$ eV⁻¹ nm⁻³. The free-electron relation

$$g=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt{E_F}$$

then gives $E_F=10.5$ eV. Since $n\propto E_F^{3/2}$, we have $g=dn/dE_F=3n_0/(2E_F)$, and the interior density is $n_0=\tfrac23gE_F=155$ nm⁻³.

Without linearization, $n=n_0(1+u)^{3/2}$ with $u=e\,\delta\phi/E_F$. Poisson's equation reads $\varepsilon_0\varepsilon_b\,\delta\phi''=e(n-n_0)$. Multiply by $e/(\varepsilon_0\varepsilon_bE_F)$ and insert $n_0=\tfrac23gE_F$:

$$\lambda^2u''=\tfrac23\left[(1+u)^{3/2}-1\right].$$

Multiply by $u'$ and integrate from the interior, where $u=u'=0$:

$$\tfrac12\lambda^2u'^2=\tfrac23\left[\tfrac25\left((1+u)^{5/2}-1\right)-u\right].$$

Because $(1+u)^{5/2}=1+\tfrac52u+\tfrac{15}{8}u^2+\tfrac5{16}u^3+\dots$, the linear terms cancel and the right side is $\tfrac12u^2+\tfrac1{12}u^3+\dots$. The root that decays into the metal is

$$\lambda u'=-u\sqrt{1+\tfrac u6+\dots}=-u\left(1+\tfrac u{12}+\dots\right).$$

At given $D$ the surface slope is fixed. Let $s$ be the value of $u(0)$ in the linear model, so that $\lambda u'(0)=-s$. Then $s=u(0)+u(0)^2/12+\dots$, which inverts to

$$u(0)=s-\frac{s^2}{12}+\dots$$

The relative change of the drop is $-s/12$. For a positive gate $s$ is negative: electrons are depleted, screening weakens and the drop grows. For a negative gate it shrinks. Here $|s|=0.1258/10.53=0.012$, so the change is 0.1 % of the drop. Numerical solutions of the nonlinear equation at $s=\pm0.05$ agree with $s-s^2/12$ to within $10^{-5}$, where the quadratic term is $2\times10^{-4}$. Linearization is well justified.

**Locality.** The Thomas-Fermi assumption needs a potential that varies slowly over an electron wavelength. The Fermi wavelength of this gas is 0.378 nm, more than seven times $\lambda$. The premise fails, so 0.195 nm is a correct result of the model but not a reliable prediction for a metal. Two consequences can be examined separately.

*Nonlocal response.* Keep the sharp surface and let electrons reflect from it specularly. If the interference between incident and reflected electron waves is neglected, the metal can be continued by its mirror image into an infinite medium with the bulk response. A charge sheet $2D$ at $x=0$ supplies displacement $D$ on each side. With a wave-number-dependent permittivity $\varepsilon(q)$, the magnitude of the surface potential is

$$V_m=\int_{-\infty}^{\infty}\frac{dq}{2\pi}\frac{2D}{\varepsilon_0q^2\varepsilon(q)}=\frac{D}{\varepsilon_0}\,L,\qquad L=\frac2\pi\int_0^\infty\frac{dq}{q^2\varepsilon(q)}.$$

Thomas-Fermi response, $\varepsilon=1+1/(\lambda q)^2$, returns $L=\frac2\pi\cdot\frac{\pi\lambda}2=\lambda$. For free electrons treated by first-order perturbation theory, a potential energy $W_q$ produces the density

$$\delta n_q=-4W_q\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\,\frac{1}{E_{\mathbf p+\mathbf q}-E_{\mathbf p}},$$

as a principal value. The factor 4 comes from two spins and from the equal contributions of $\pm\mathbf q$. With $E_{\mathbf p+\mathbf q}-E_{\mathbf p}=\hbar^2(q^2+2pq\cos\theta)/2m$, the angular integral gives a logarithm. Dividing by the Thomas-Fermi result $-gW_q$, with $g=mk_F/(\pi^2\hbar^2)$, leaves

$$F(q)=\frac1{qk_F}\int_0^{k_F}p\,\ln\left|\frac{q+2p}{q-2p}\right|dp,\qquad \varepsilon(q)=1+\frac{F(q)}{\lambda^2q^2}.$$

For $q\to0$ the logarithm tends to $q/p$ and $F\to1$. For $q\gg k_F$ it tends to $4p/q$ and $F\to4k_F^2/(3q^2)$: electrons respond weakly to short wavelengths. Numerical integration gives $L=0.0527$ nm and an added EOT of 0.206 nm, 5 % above the local result. This measures the nonlocality of the bulk response only and is not an error estimate for the local model. The neglected interference acts within about a Fermi wavelength of the surface, which is where nearly all the screening charge sits. At a hard wall it makes the electron density vanish, and this pushes the induced charge inward by a distance of order $1/k_F=0.06$ nm, comparable with $\lambda$ itself. If the dielectric begins at the wall, the added EOT of a hard-wall metal is therefore larger than the local result, by a factor of roughly 1.5 to 2 that depends on the potential near the wall. The reference plane matters: with a flat interior potential, neutrality places the edge of the positive background $3\pi/(8k_F)=0.07$ nm inside the wall, and measured from that edge the charge lies shallower than $\lambda$.

*Spill-out.* Real electrons leak into the dielectric. For any charge distribution inside the metal, the field at $x$ is produced by the charge beyond $x$, and exchanging the order of integration gives

$$V_m=\frac1{\varepsilon_0\varepsilon_b}\int_0^\infty dx\int_x^\infty\rho(x')\,dx'=\frac1{\varepsilon_0\varepsilon_b}\int_0^\infty x'\rho(x')\,dx'=\frac{D\bar x}{\varepsilon_0\varepsilon_b}.$$

What counts is the centroid. Moving charge outward by a mean distance $d$, through a region of local permittivity $\varepsilon_l$, lowers the EOT by $\varepsilon_{ox}d/\varepsilon_l$.

A scale for $d$ follows from the tail of Fermi-level electrons that meet a barrier $\Phi$ at normal incidence. Their density decays as $e^{-2\kappa|x|}$ with $\kappa=\sqrt{2m\Phi}/\hbar$, so its mean distance is $1/(2\kappa)$. For a rough $\Phi=2$ eV and the free mass this is 0.069 nm, larger than $\lambda$; with the tunnelling mass of 0.2 free masses used below it would be 0.15 nm. Electrons arriving obliquely decay faster, so an average over directions is smaller and comparable with $\lambda$. With the normal-incidence value, the EOT scale is 0.27 nm if $\varepsilon_l=1$ and 0.013 nm if $\varepsilon_l=k$. These are estimates, not bounds, since the induced charge need not follow the equilibrium tail. They also count only the path outside the metal: a finite barrier shifts the charge inside the metal as well, where the permittivity is $\varepsilon_b$, so even for $\varepsilon_l=k$ the EOT can change by several times 0.013 nm. They show that spill-out may be a minor correction or may cancel or even reverse the whole effect, depending on how the dielectric polarizes within its first atomic layer, where a macroscopic $k$ has no clear meaning.

### Beside a real device

The layer thicknesses, $k$ and the voltage are rough typical values for a logic transistor with a high-k dielectric and a metal gate. Three features of such a device are missing.

First, the lower electrode is a semiconductor, whose channel charge lies below the interface. A rough centroid depth of 1 nm at permittivity 12 adds $3.9\times1/12=0.325$ nm. The total becomes 1.41 nm, and the gate's share falls from 18 % to $0.195/1.41=14\,\%$. The semiconductor also takes part of the applied voltage, and work-function offsets shift it, so the voltage across dielectric and gate alone generally differs from the supply voltage. The interlayer field is already 0.65 of a rough breakdown field of 10 MV/cm.

Second, the dielectric leaks. Take rough barriers of 2 eV (high-k) and 3 eV (interlayer) and tunnelling masses of 0.2 and 0.5 free masses. A semiclassical estimate for a negative gate gives a current of order 10 A/cm² if the motion parallel to the layers keeps the free mass; using the barrier masses there as well lowers it several times. The charge in transit, taken as current times the time $\int m^*dx/(\hbar\kappa)$ with $m^*$ and $\kappa$ those of each layer, is about $10^{-8}$ of the gate charge. In this estimate leakage matters for power and not for the electrostatics.

Third, and most serious for the number asked for, a real metal surface is not sharp. The estimates above give a scale for this, not a range, and the shift can exceed the added EOT and reverse its sign. For a self-consistent jellium surface of this density facing vacuum, in the local-density approximation, the induced charge sits about 0.08 nm outside the edge of the background, which corresponds to an added EOT near $-0.3$ nm measured from that edge. For a real interface the size and sign depend on where the dielectric begins relative to this plane and on how its first layer polarizes.

## Variation 1: a polarizable background

*Let $\varepsilon_b=4$ instead of 1. What is the added EOT?*

The question is incomplete until one says what is held fixed. If $\lambda$ stays at 0.05 nm, then

$$\Delta=\frac{3.9\times0.05}{4}=0.049\ \text{nm}.$$

Since $g=\varepsilon_0\varepsilon_b/(e^2\lambda^2)$, this describes a metal with four times the density of states.

If the density of states stays fixed, $\lambda\propto\sqrt{\varepsilon_b}$ doubles to 0.1 nm, and

$$\Delta=\frac{3.9\times0.1}{4}=0.0975\ \text{nm}.$$

The background weakens the field by a factor 4 but lets it reach twice as deep. In general,

$$\Delta=\frac{\varepsilon_{ox}}{\varepsilon_b}\sqrt{\frac{\varepsilon_0\varepsilon_b}{e^2g}}=\frac{\varepsilon_{ox}}{e}\sqrt{\frac{\varepsilon_0}{\varepsilon_b\,g}} .$$

A screening length quoted without its background permittivity therefore does not determine the added EOT.

## Variation 2: a thin metal film

*The gate metal has finite thickness $t$. Find the added EOT (i) if an ideal conductor at potential $V$ covers its back, and (ii) if the film is contacted at its edge and the field vanishes at its back.*

Both exponentials now survive. The condition at the front is still $\delta\phi'(0)=D/(\varepsilon_0\varepsilon_b)$.

(i) With $\delta\phi(t)=0$ the solution is

$$\delta\phi=-\frac{D\lambda}{\varepsilon_0\varepsilon_b}\,\frac{\sinh[(t-x)/\lambda]}{\cosh(t/\lambda)},\qquad \Delta=\frac{\varepsilon_{ox}\lambda}{\varepsilon_b}\tanh\frac t\lambda .$$

For $t\ll\lambda$ this becomes $\varepsilon_{ox}t/\varepsilon_b$: the film hardly screens and acts as a dielectric layer of permittivity $\varepsilon_b$. For $t\gg\lambda$, $\tanh(t/\lambda)\approx1-2e^{-2t/\lambda}$. At $t=5$ nm the relative correction is $3\times10^{-87}$, so such a gate is thick for every purpose of this model.

(ii) Now $\delta\phi$ is measured from the value at which the film is neutral, with its electrochemical potential set by the contact. With $\delta\phi'(t)=0$,

$$\delta\phi=-\frac{D\lambda}{\varepsilon_0\varepsilon_b}\,\frac{\cosh[(t-x)/\lambda]}{\sinh(t/\lambda)},\qquad \Delta=\frac{\varepsilon_{ox}\lambda}{\varepsilon_b}\coth\frac t\lambda .$$

For $t\ll\lambda$, $\coth(t/\lambda)\to\lambda/t$, and $\lambda^2=\varepsilon_0\varepsilon_b/(e^2g)$ gives

$$\Delta\to\frac{\varepsilon_{ox}\lambda^2}{\varepsilon_bt}=\frac{\varepsilon_{ox}\varepsilon_0}{e^2g\,t}.$$

This is the EOT of a series capacitance $e^2gt$ per area, set by the number of states in the film. The thinner the film, the fewer states can take up the charge and the larger the voltage needed to fill or empty them. The two contacts thus have opposite thin-film limits and the same thick-gate limit. For films this thin both formulas are limits of the model, since the quantization of motion across the film is left out.

The numerical output below lists the main values.

## Calculated quantities

```
Screening length: 0.05 nm
Background permittivity: 1
Reference oxide permittivity: 3.9
Added EOT, formula: 0.1950 nm
Added EOT, grid solution: 0.19499 nm
Charge centroid, grid solution: 0.05000 nm
Added EOT, eps_b=4 at same density of states: 0.0975 nm
Interlayer thickness: 0.5 nm
High-k thickness: 2 nm
High-k permittivity: 20
Voltage across dielectric and gate: 0.7 V
Equivalent high-k thickness of screening: 1 nm
EOT without screening: 0.8900 nm
EOT with screening: 1.0850 nm
Capacitance without screening: 3.880 uF/cm2
Capacitance with screening: 3.183 uF/cm2
Capacitance loss: 18.0 %
Gate charge: 2.228 uC/cm2
Drop in interlayer: 0.3226 V
Drop in high-k: 0.2516 V
Drop in metal: 0.1258 V
Field in interlayer: 6.45 MV/cm
Field in high-k: 1.26 MV/cm
Field at metal surface: 25.16 MV/cm
Rough breakdown field (input): 10 MV/cm
Interlayer field / breakdown field: 0.65
Density of states for this length: 22.11 1/(eV nm3)
Free-electron Fermi energy: 10.53 eV
Free-electron density: 155.2 1/nm3
Fermi wavelength: 0.378 nm
Nonlinearity parameter s (magnitude): 0.01195
Nonlinear change of drop (magnitude): 0.100 %
Gate temperature: 400 K
Relative thermal change of length: 4.41e-06
Gate thickness: 5 nm
Relative finite-gate correction: 2.8e-87
Nonlocal screening length: 0.0527 nm
Added EOT, nonlocal without spill-out: 0.2057 nm
Rough high-k barrier (input): 2 eV
Spill-out decay length: 0.0690 nm
Spill-out EOT scale, local permittivity 1: 0.269 nm
Spill-out EOT scale, local permittivity k: 0.0135 nm
Rough channel centroid (input): 1 nm
Rough channel permittivity (input): 12
Channel-centroid EOT: 0.325 nm
Rough interlayer barrier (input): 3 eV
Rough high-k tunnelling mass (input): 0.2 free masses
Rough interlayer tunnelling mass (input): 0.5 free masses
WKB transmission at Fermi level: 1.9e-08
Wave-solution / WKB transmission: 2.64
Tunnelling current, order of magnitude: 2e+01 A/cm2
Charge in transit / gate charge: 1e-08
```
